Square-root magnetoresistance of a film with balanced electron and hole regions, part 2

A thin film in the xy plane consists of hole regions and electron regions in a uniform field B along +z. We seek its effective resistivity. The carriers have charge ±e, sheet density n in the electron regions, and the same mobility magnitude μ everywhere; β = μB. R rotates by +90° in the plane, with R² = −1. Hole regions have η = +1 and zero-field sheet conductivity s = s₁; electron regions have η = −1 and s = s₂. The local law is E = ρJ, or J = σE, with

ρ = (1 + ηβR)/s, σ = s(1 − ηβR)/(1 + β²).

E is curl-free and J, the sheet current density, is divergence-free. At interfaces the tangential part of E and the normal part of J are continuous. Angle brackets denote area averages; ⟨J⟩ = σ_e⟨E⟩ defines σ_e, its inverse is ρ_e, and

⟨E·J⟩ = ⟨E⟩·⟨J⟩.

The dual fields J′ = cRE and E′ = RJ/c describe the film with its materials exchanged, if

c² = s₁s₂/(1 + β²).

With two different mobilities no constant c achieves this. With one mobility, in any geometry,

σ_e(exchanged) = c² σ_eᵀ/det σ_e.

If exchange leaves σ_e unchanged (a balanced film) and the film is isotropic, then ρ_e = 1/c and the Hall resistivity vanishes. The infinite checkerboard of square tiles is such a film. For equal densities, s₁ = s₂ = 1/ρ₀ with ρ₀ = 1/(enμ), and

ρ_e = ρ₀√(1 + μ²B²).

Stripes of equal width are balanced but not isotropic: at equal densities their resistivity is ρ₀(1 + β²) across and ρ₀ along.

Finite-element solutions, made without duality, serve as checks. One test film, the L-shaped pattern, has a periodic cell of three by three square tiles, with three electron tiles forming an L and six hole tiles. The unequal-density check s₁ = 1.5, s₂ = 0.6, β = 1 of the resistivity formula used a checkerboard.

For equal densities det σ_e = c² has just been found to hold at any area fraction and in any geometry, so it does not need balanced areas.

**Q:** Then what did the balance of areas do?

**A:** Together with the equivalence of the shapes, it removed the Hall part. Equal areas alone are not enough: isolated electron islands in a connected hole region can leave a Hall resistivity even when they cover half the film. In an isotropic film write ρ_e = X + YR, with longitudinal resistivity X and Hall resistivity Y. Its determinant is

X² + Y² = 1/c² = ρ₀²(1 + β²).

At fixed field the film sits on a circle in the plane of X and Y. A film of holes alone has X = ρ₀ and Y = βρ₀. A balanced film has Y = 0, so the whole radius appears as longitudinal resistivity. The L-shaped pattern of the first half, with one third of its area covered by electrons, lies between these cases. It is not exactly isotropic, so it lies only near the circle, but the determinant rule holds for it too. For equal densities and β = 2 the finite-element solution gives ρ_xx = 1.758ρ₀ and a Hall part of 1.388ρ₀, and det σ_e equals c² to about one part in ten thousand.

**Q:** The heat still bothers me. The diagonal resistivity is ρ₀ everywhere, and yet the film heats as if it were larger.

**A:** For equal densities the local heat per area is E·J = ρ₀|J|², since the Hall field is perpendicular to J. The total heat per area is ⟨E⟩·⟨J⟩ = ρ_e|⟨J⟩|². Setting its average equal to this gives

⟨|J|²⟩/|⟨J⟩|² = ρ_e/ρ₀ = √(1 + β²).

The additional resistance is the unevenness of the current. At β = 2 the mean square of the current density is 2.236 times the square of its mean.

**Q:** Where does the current crowd?

**A:** In a checkerboard the fields can be singular at corners where four tiles meet. Put the origin at such a corner, use polar coordinates r and θ, and let the tile 0 < θ < π/2 contain holes. Take equal densities and E = −∇φ. Inside a tile the part of σ proportional to R drops out of ∇·(σ∇φ), because ∇·(R∇φ) = 0, so φ obeys Laplace's equation. Try φ = r^λ f(θ). Then

f″ = −λ²f

inside each tile. The current normal to a radial edge is J_θ. The rotation R takes the radial direction into the angular one, so (RE)_θ = E_r and J_θ is proportional to E_θ − ηβE_r. With E_θ = −r^(λ−1)f′ and E_r = −λr^(λ−1)f, the continuous quantity is

f′ − ηβλf.

Going through θ = π/2 in the direction of increasing θ, η changes from +1 to −1, and f′ jumps by −2βλf. At θ = 0 it changes from −1 to +1, and f′ jumps by +2βλf.

These conditions are unchanged by reflection in either edge line, so each solution may be taken as even or odd about each line. Consider a solution odd about θ = 0 and even about θ = π/2. In the first tile f = sin λθ. Evenness about π/2 means that f′ just after that edge is minus f′ just before it. The jump −2f′ must equal −2βλf, so

cos(πλ/2) = β sin(πλ/2), or tan(πλ/2) = 1/β.

**Q:** Could another solution be more singular?

**A:** There are three other classes. If f is even about 0 and odd about π/2, then f = sin[λ(π/2 − θ)], and evenness about 0 requires f′ = βλf just after that edge. This gives −cos(πλ/2) = β sin(πλ/2), whose smallest positive root is 2 minus the root found above. If f is odd about both lines, sin(πλ/2) = 0, and λ is at least 2. If f is even about both, put f = cos λθ + β sin λθ, which has the right slope at 0. The condition f′ = βλf at π/2 becomes

−sin(πλ/2) + β cos(πλ/2) = β cos(πλ/2) + β² sin(πλ/2),

so (1 + β²) sin(πλ/2) = 0. Apart from a constant potential, λ is again at least 2. The leading exponent is therefore

λ = (2/π) arctan(1/β).

At zero field λ = 1 and the field is regular. At any other field λ < 1, and where this solution is present the current density grows as r^(λ−1) towards the corner. The solution is odd about one edge line and even about the other. A mean field along the tile sides therefore excites it at only every second corner, while an oblique mean field excites it at all of them. At a singular corner the heat density goes as r^(2λ−2), and its integral over the area within a distance r goes as r^(2λ). This is finite, but for large β it is concentrated very close to the corner.

At β = 2 the formula gives λ = 0.295, so the heat exponent is 0.590. From the finite-element heat in two square boxes centred on a corner, with half-sides of about 0.0016 and 0.06 tile sides, I find 0.593.

**Q:** You have a theorem about an ideal film. Give me a device and real units.

**A:** Consider a graphene sheet in which gates define a checkerboard of electron and hole tiles at 300 K. Two properties of graphene matter here. Its conduction and valence bands are nearly symmetric, which makes equal mobilities plausible. It has no gap, so no depletion layer blocks the current between tiles. I take round numbers: density 10¹² cm⁻² in each tile, mobility 10⁴ cm²/Vs, tile side 20 µm, width of the electron-hole junctions 50 nm, and band velocity 10⁶ m/s.

In SI units the density is 10¹⁶ m⁻² and the mobility 1 m²/Vs. The zero-field sheet resistance is

ρ₀ = 1/(enμ) = 1/(1.602×10⁻¹⁹ × 10¹⁶ × 1) Ω = 624 Ω per square.

At 2 T, β = 1 × 2 = 2, and

ρ_e = 624 Ω × √5 ≈ 1400 Ω per square.

The corresponding values are about 700 Ω at 0.5 T and 880 Ω at 1 T. The finite-element solution of the checkerboard gives ρ_e/ρ₀ = 1.1181, 1.4145 and 2.2364 at the three fields, against 1.1180, 1.4142 and 2.2361 from the formula. With half as many elements per tile side the last value is 2.2373, so the small excess shrinks as the mesh is refined.

**Q:** Real electrons and holes will not have identical mobilities. You said that no constant c then works.

**A:** That form of the transformation fails, but a small addition repairs it. Since RJ is curl-free, E + kRJ is a possible electric field for any constant k. Keeping J and replacing E in this way adds kR to the local resistivity and the same kR to the effective one. Let the hole and electron regions have β₁ and β₂. The shifted local tensors are

[1 + (β₁ + ks₁)R]/s₁ and [1 − (β₂ − ks₂)R]/s₂.

Choose k so that the two brackets have the same strength:

β₁ + ks₁ = β₂ − ks₂, so k = (β₂ − β₁)/(s₁ + s₂).

The common strength is

q = β₁ + ks₁ = (β₁s₂ + β₂s₁)/(s₁ + s₂).

The shifted film is of the kind already solved, with q in place of β. Its longitudinal resistivity is √((1 + q²)/(s₁s₂)) and its Hall resistivity is zero. Removing the shift leaves the first unchanged and gives

ρ_yx = −k = (β₁ − β₂)/(s₁ + s₂).

For equal densities and mobilities μ(1 + δ) for holes and μ(1 − δ) for electrons, s₁ + s₂ = 2/ρ₀ and β₁ − β₂ = 2βδ, so ρ_yx = βδρ₀. Also q = β(1 − δ²) and s₁s₂ = (1 − δ²)/ρ₀². Expanding √((1 + q²)/(s₁s₂)) to order δ², the relative change of the longitudinal resistivity is

δ²[1/2 − β²/(1 + β²)].

With δ = 0.05 and β = 2 this is 0.0025 × (0.5 − 0.8) = −0.00075. The finite-element solution gives −0.07 % and a Hall resistivity of 0.1000ρ₀, which agrees with βδ = 0.1. In the device this is about 62 Ω. At equal densities the square root is therefore robust against a modest mismatch, while the vanishing Hall effect is not. At unequal densities the relative change is of first order in δ. With s₁ and s₂ taken at δ = 0, it is δ[β²/(1 + β²)](s₂ − s₁)/(s₁ + s₂). This is 2 % for δ = 0.05, β = 2 and an electron density three times the hole density.

**Q:** At 300 K each tile also contains some carriers of the wrong sign.

**A:** The Fermi energy is 0.117 eV and k_BT is 0.026 eV. Occupying the linear bands thermally at fixed net density gives a minority density of 0.16 % of the majority density. If all carriers have the same mobility, their conductivities add while their Hall terms subtract. With majority density n_a and minority density n_b,

σ = eμ[(n_a + n_b) − ηβ(n_a − n_b)R]/(1 + β²).

This is again the solved form, with β in the bracket reduced by the factor (n_a − n_b)/(n_a + n_b). At 2 T the effective resistivity changes by −0.06 %.

**Q:** And quantum oscillations?

**A:** At 2 T the Landau level spacing at the Fermi energy is 11.3 meV, less than half of k_BT. The usual thermal factor X/sinh X, with X equal to 2π²k_BT divided by this spacing, is about 2×10⁻¹⁸. With the spacing taken at the 300 K chemical potential, 0.107 eV, it is about 10⁻¹⁶, so only its smallness is significant. The factor measures the oscillations alone. The low, widely spaced levels leave a non-oscillating correction that is much larger but still small: sharp Landau levels change the thermally averaged density of states of a tile by about 0.2 %. At the same field and low temperature this protection would be lost. Even at 300 K it holds only inside the tiles. In the middle of a junction the net density vanishes, and the spacing between the lowest Landau levels is 51 meV, about twice k_BT. The classical local law is not justified there.

**Q:** So which assumption is the weak one?

**A:** I see two. One is the single mobility. At 300 K the carriers in a tile have a spread of energies, and if their mobility depends on energy, even a uniform tile can have a magnetoresistance. With a scattering time inversely proportional to energy, normalised so that the zero-field sheet resistance stays 624 Ω, ρ_e at 2 T lies about 17 % above the formula. The other is the local law near the corners. The mean free path is ħk_Fμ/e = 117 nm with k_F = √(πn), which is only 0.6 % of a tile side. But the heat is concentrated at the corners. At 2 T about 6 % of it is released in squares around the corners whose half-side is one mean free path. There Ohm's law at a point is not justified. The 6 % is a share of the heat and not an error of ρ_e. If the law in those squares changes, the current rearranges, so the error of ρ_e cannot be read off from this share. I have not calculated it. As β grows at fixed tile size, λ falls and the share rises, so the linear growth at high field should not be extrapolated without limit.

The junctions matter less at zero field. If the net density passes linearly through zero over 50 nm and the thermal carriers keep the middle conducting, diffusive motion would make one junction add the resistance of 79 nm of tile, or 0.4 % of a tile side. But the junction is narrower than the mean free path. If the carriers cross it without scattering, those arriving obliquely are mostly reflected, and the added resistance is that of roughly 0.5 µm of tile, or about 3 % of a tile side. I have not calculated the junction's effect in a magnetic field.

**Q:** How close is all this to graphene as it is actually made?

**A:** The density is an ordinary one for gated graphene. The mobility is a rough value for good sheets at room temperature; sheets on plain oxide are often worse and encapsulated ones can be better. The 20 µm tiles are large for gated regions, and a sample with many of them would be hundreds of micrometres wide. I chose them to keep the mean free path small beside the tile. The natural puddles of electrons and holes in neutral graphene are far smaller, roughly tens of nanometres. With the mobility and density used here, the mean free path would exceed their size. Even at a tenth of this density and the same mobility it would be 37 nm, comparable with their size, so the local law could not be relied on anywhere in the film. The 1400 Ω is then no prediction for such a sheet. For the gated checkerboard it is the result of the local model, with the energy dependence of the mobility, the corners, and the junctions in a magnetic field as its open uncertainties at 2 T. The remaining figures are in the numerical output.

Values computed for the example and the checks

```
carrier density in each tile: 1.0e+12 cm^-2
mobility magnitude: 10000 cm^2/Vs
tile side: 20 um; junction width: 50 nm
temperature: 300 K; band velocity: 1.0e+06 m/s
zero-field sheet resistance rho0: 624.2 ohm/sq
B = 0.5 T, beta = 0.5: rho_e/rho0 law 1.1180, field solver 1.1181
   sheet resistance by the law: 697.8 ohm/sq
B = 1.0 T, beta = 1.0: rho_e/rho0 law 1.4142, field solver 1.4145
   sheet resistance by the law: 882.7 ohm/sq
B = 2.0 T, beta = 2.0: rho_e/rho0 law 2.2361, field solver 2.2364
   sheet resistance by the law: 1395.6 ohm/sq
same solver, half as many elements per side, 2.0 T: 2.2373
corner exponent lambda at 2.0 T: 0.2952
heat exponent 2 lambda: formula 0.590, solver 0.593
unequal densities: s1 = 1.5, s2 = 0.6, beta = 1.0 (dimensionless)
   resistivity: law 1.4907, solver 1.4908
electron area share of lopsided pattern: 0.3333
exchange relation, largest error relative to c: 0.00017
lopsided pattern, equal densities, beta = 2.0: det/c^2 = 0.9999
   rho_xx/rho0 = 1.7581, antisymmetric Hall part/rho0 = 1.3877
stripes, beta = 2.0: across 5.0000 rho0, along 1.0000 rho0
Fermi energy: 0.1167 eV; thermal energy: 0.0259 eV
mean free path: 116.7 nm; divided by tile side: 0.00583
share of heat within that distance of corners, 2.0 T: 5.96 %
thermal minority/majority density: 1.555e-03
   resulting change of rho_e at 2.0 T: -0.062 %
zero-field excess length of one junction: 79.2 nm, 0.396 % of a tile
Landau spacing at the Fermi energy, 2.0 T: 11.28 meV
thermal damping factor of Landau oscillations: 2.07e-18
mobilities 5 % above and below the mean, 2.0 T:
   change of rho_xx: -0.07 %; Hall rho_yx/rho0: 0.1000
```
